# Linear ionic charging time of a perovskite layer between blocking contacts

## Problem

A perovskite layer of thickness $L=500$ nm lies between two metal contacts that pass neither ions nor electrons. It contains $N=10^{18}\ \mathrm{cm^{-3}}$ mobile ions of charge $+q$ and diffusivity $D=10^{-12}\ \mathrm{cm^2/s}$. The compensating negative charge is fixed and uniform. The relative permittivity is 25, the temperature is 300 K, and electronic charge in the layer is negligible. The layer is uniform and neutral when a small constant voltage is applied.

1. Find the capacitance of the ionic layers at the contacts, the ionic resistance of the bulk, and the charging time that follows.
2. Obtain the charging time from the transport equations without assuming a circuit, with its first correction for finite thickness.
3. How does the time change if the negative ions are mobile too, or if the contacts are doped semiconductors instead of metals?
4. What happens at 1 V, at 330 K and under illumination?

## Solution

### Linear equations and the screening length

Let $x$ run from $-a$ to $a$, with $a=L/2$. The ion density is $c=N+n$, the potential is $\phi$, the permittivity is $\varepsilon$, and $V_T=kT/q$ is the thermal voltage. Diffusion and drift give the ion flux

$$J=-D\left(\frac{\partial c}{\partial x}+\frac{c}{V_T}\frac{\partial\phi}{\partial x}\right).$$

The fixed charge cancels $qN$, so Poisson's equation is $\varepsilon\phi''=-qn$, where primes denote derivatives with respect to $x$. For a small voltage, the product of $n$ and $\phi'$ is of second order and is dropped:

$$J=-D\left(n'+\frac{N}{V_T}\phi'\right).$$

Ion conservation, $\partial n/\partial t=-J'$, then gives

$$\frac{\partial n}{\partial t}=D\left(n''+\frac{N}{V_T}\phi''\right)
=D\left(n''-\frac{n}{\lambda^2}\right),\qquad
\lambda^2=\frac{\varepsilon V_T}{qN}.$$

The length $\lambda$ is the Debye length of the mobile ions. With $V_T=25.85$ mV and $\varepsilon=25\varepsilon_0=2.214\times10^{-12}$ F/cm,

$$\lambda=\sqrt{\frac{(2.214\times10^{-12})(0.02585)}{(1.602\times10^{-19})(10^{18})}}\ \mathrm{cm}=5.98\ \mathrm{nm}.$$

The layer is 83.7 Debye lengths thick, so the screening regions at its two contacts are well separated.

### Capacitance, resistance and charging time

In the final state the flux vanishes and $n''=n/\lambda^2$. At distance $z$ from a contact, the solution that dies out towards the bulk is $n=n_0e^{-z/\lambda}$. Integrating $J=0$ from the bulk to the contact gives

$$n_0=-\frac{N}{V_T}\Delta\phi,$$

where $\Delta\phi$ is the contact potential minus the bulk potential. A positive contact repels the positive ions. The ionic charge per area is

$$qn_0\lambda=-\frac{qN\lambda}{V_T}\Delta\phi=-\frac{\varepsilon}{\lambda}\Delta\phi,$$

since $qN/V_T=\varepsilon/\lambda^2$. The electrode carries the opposite charge, so each contact has capacitance $\varepsilon/\lambda$ per area. Ions are neither gained nor lost, so the excess at one contact equals the deficit at the other. The two capacitors therefore carry equal charge and are in series:

$$C=\frac{\varepsilon}{2\lambda}
=\frac{2.214\times10^{-12}}{2(5.976\times10^{-7})}\ \mathrm{F/cm^2}
=1.85\ \mathrm{\mu F/cm^2}.$$

In the neutral bulk $n=0$, and the current density is $qJ=(qND/V_T)E$, with $E=-\phi'$. The conductivity is thus

$$\sigma=\frac{qND}{V_T}=\frac{\varepsilon D}{\lambda^2}
=6.20\times10^{-12}\ \mathrm{S/cm}.$$

Because $L\gg\lambda$, the bulk occupies nearly the whole thickness, and its resistance times area is

$$R=\frac{L}{\sigma}=\frac{5\times10^{-5}}{6.197\times10^{-12}}\ \mathrm{\Omega\,cm^2}
=8.07\times10^6\ \mathrm{\Omega\,cm^2}.$$

If $Q$ is the charge per area stored in the contact layers, the applied voltage is shared as $V=Q/C+R\,dQ/dt$. The charge approaches $CV$ as $e^{-t/\tau}$, with

$$\tau=RC=\frac{L\lambda^2}{\varepsilon D}\,\frac{\varepsilon}{2\lambda}
=\frac{\lambda L}{2D}.$$

Numerically,

$$\tau=\frac{(5.976\times10^{-7})(5\times10^{-5})}{2\times10^{-12}}\ \mathrm{s}
=14.9\ \mathrm{s}.$$

The linear charging time is about 15 s. After this time, 63% of the change is complete.

An ion can diffuse across one Debye length in a time of order $\lambda^2/D=0.357$ s, and across the whole layer in a time of order $L^2/D=2500$ s. The charging time is half the geometric mean of these two. It is far shorter than the second because no ion has to cross the layer: a small displacement of all the bulk ions fills one contact region and empties the other. At fixed $N$, $D$ and $T$, the time grows as $L$, not as $L^2$.

### The same time from the transport equations

The circuit assumes that the contact layers stay close to equilibrium while the bulk current flows. The linear equations can be solved without that assumption.

Apply $\pm V/2$ at the contacts and subtract the final static state. The remaining deviation is odd in $x$ and has zero potential at both contacts. Try

$$n=A\sinh(\kappa x)\,e^{-t/\tau},\qquad
\kappa^2=\frac1{\lambda^2}-\frac1{D\tau},$$

where the second relation follows from the equation for $n$. Poisson's equation, with $q/\varepsilon=V_T/(N\lambda^2)$, gives

$$\phi=\left[-\frac{V_TA}{N\lambda^2\kappa^2}\sinh(\kappa x)+Bx\right]e^{-t/\tau}.$$

At $x=a$ the ion flux vanishes, so $\phi'=-(V_T/N)n'$. Inserting both expressions and solving for $B$,

$$B=\frac{V_TA}{N}\cosh(\kappa a)\left(\frac1{\lambda^2\kappa}-\kappa\right)
=\frac{V_TA}{N}\frac{\cosh(\kappa a)}{D\tau\kappa}.$$

The last step uses $1/\lambda^2-\kappa^2=1/(D\tau)$. The condition $\phi(a)=0$ now reads

$$\frac{a\cosh(\kappa a)}{D\tau\kappa}=\frac{\sinh(\kappa a)}{\lambda^2\kappa^2},
\qquad\text{or}\qquad
\frac1\tau=\frac{D}{\lambda^2}\,\frac{\tanh(\kappa a)}{\kappa a}.$$

To find the slow solution, set $u=\lambda^2/(D\tau)$ and $\delta=\lambda/a$, so that $\kappa\lambda=\sqrt{1-u}$. For $a\gg\lambda$ the hyperbolic tangent differs from 1 by an exponentially small amount, and

$$u=\frac{\delta}{\sqrt{1-u}}=\delta\left(1+\frac u2+\dots\right)
=\delta+\frac{\delta^2}{2}+O(\delta^3).$$

Inverting the series,

$$\tau=\frac{\lambda^2}{D\delta}\left[1-\frac\delta2+O(\delta^2)\right]
\simeq\frac{\lambda a}{D}-\frac{\lambda^2}{2D}
=\frac{\lambda(L-\lambda)}{2D}.$$

The leading term is the circuit result. The correction shortens the time by the fraction $\lambda/L=1.2\%$, to 14.76 s.

It remains to show that no other slow mode interferes. The decay rates are real: the ionic chemical potential is a symmetric positive operator $H$ acting on $n$, the conservation law is $\partial n/\partial t=-KHn$ with $K$ symmetric and non-negative, and $KH$ has the same nonzero eigenvalues as the symmetric operator $H^{1/2}KH^{1/2}$. With $z=\kappa a$, the mode condition is

$$u=\frac{\tanh z}{z}=\sum_{m=1}^{\infty}\frac{2}{z^2+(m-\frac12)^2\pi^2},
\qquad z^2=\frac{1-u}{\delta^2}.$$

For $u\le1$ the sum is a convex function of $u$, so it meets the straight line $u$ at most twice. One meeting is the slow root. The other is at $u=1$, where $\kappa=0$. There $n=Ax$ and $\phi=-qAx^3/(6\varepsilon)+Bx$, and the two contact conditions require $a^2=3\lambda^2$, which does not hold here. All other odd modes therefore have $u>1$ and decay faster than $e^{-Dt/\lambda^2}$, that is, within a fraction of a second.

A numerical solution tests the predicted charging time after a voltage step. The full nonlinear equations were solved on 160 finite volumes, concentrated near the contacts, with implicit time steps. After a 5 mV step, the electrode charge completed 63% of its change in 14.74 s. The change is counted from the charge present just after the step, which is the small charge $\varepsilon V/L$ of the unscreened layer. The simulated times below have the same definition and come from the same method. A finer mesh can shift them by about 0.01 s, so their last digit is uncertain.

### Both ionic signs mobile

Suppose that the negative ions also move, with the same density $N$ and diffusivity $D$. Their drift has the opposite sign. Subtracting the two linear conservation laws gives, for $m=n_+-n_-$,

$$\frac{\partial m}{\partial t}=D\left(m''+\frac{2N}{V_T}\phi''\right)
=D\left(m''-\frac{2m}{\lambda^2}\right),\qquad \varepsilon\phi''=-qm.$$

The contact condition changes in the same way, from $N$ to $2N$. The whole charging problem is therefore the previous one with $\lambda$ replaced by $\lambda/\sqrt2$, and the leading time becomes $14.94/\sqrt2=10.6$ s. The simulated value is 10.5 s. The 15 s result thus holds when $N$ is the density of a single mobile species. It also holds when $N$ is the total density of two species with equal densities and diffusivities, because $\lambda$ is then unchanged.

### Doped semiconductor contacts

The metal contacts above are ideal: the voltage drop inside the metal is neglected. This drop need not be small, because the screening length of the metal has to be compared with $\lambda\varepsilon_0/\varepsilon=0.24$ nm. A free-electron Thomas–Fermi length of 0.05 to 0.06 nm, entered as a series capacitance in the formulas below, gives $r\approx0.2$ to $0.25$ and a time near 12 s; the value for a real contact depends on the atomic structure of the interface. A doped semiconductor needs its own Debye length $\lambda_c$, and for small voltages it adds a capacitance $\varepsilon_c/\lambda_c$ in series at each side. Its electrons are taken to respond at once. Then

$$\frac1C=\frac{2\lambda}{\varepsilon}+\frac{2\lambda_c}{\varepsilon_c}
=\frac{2\lambda}{\varepsilon}(1+r),\qquad
r=\frac{\lambda_c/\varepsilon_c}{\lambda/\varepsilon},$$

and the leading charging time is $\lambda L/[2D(1+r)]$. The bulk resistance is unchanged, but less charge must pass through it.

The finite-thickness correction follows from the mode already found. The displacement $\varepsilon E$ is continuous at the contact, so the contact layer drops the voltage $r\lambda E$. With the potential held fixed inside the contact, beyond its screening layer, the condition $\phi(a)=0$ becomes $\phi(a)+r\lambda\phi'(a)=0$. Zero ion flux gives $\phi'(a)=-(V_T/N)A\kappa\cosh(\kappa a)$ at the initial instant, and hence

$$\frac{a}{D\tau}=\frac{\tanh(\kappa a)}{\lambda^2\kappa}+r\lambda\kappa^2.$$

Multiply by $\lambda$ and use $\kappa^2\lambda^2=1-u$. With $\tanh(\kappa a)\simeq1$ and $1/\sqrt{1-u}\simeq1+u/2$,

$$u\frac a\lambda\simeq1+\frac u2+r(1-u),
\qquad
\tau\simeq\frac{\lambda\left[a+(r-\frac12)\lambda\right]}{D(1+r)}.$$

Take contacts with relative permittivity 10 and fully ionized doping of $10^{18}\ \mathrm{cm^{-3}}$, and treat their carriers as nondegenerate. This requires an effective density of states well above the doping: with Fermi–Dirac statistics the screening length is 4% longer for an effective mass of $0.3m_e$ and 20% longer for $0.1m_e$, a correction left out here. Their Debye length is then 3.78 nm, and

$$r=\frac{3.78/10}{5.98/25}=1.58.$$

The leading formula gives 5.79 s, the corrected one 5.94 s, and the simulation 5.93 s. For these contacts the 15 s of the metal-contact model falls by more than half, with all properties of the perovskite held fixed.

### A step of 1 V

The linear layer requires a voltage drop well below 25.85 mV at each contact. For larger drops the static density is $c=Ne^{-\psi}$, where $\psi$ is the local potential relative to the bulk, divided by $V_T$. Poisson's equation becomes

$$\psi''=\frac{1-e^{-\psi}}{\lambda^2}.$$

Multiplication by $\psi'$ and integration from the bulk, where $\psi=\psi'=0$, give

$$\frac{(\psi')^2}{2}=\frac{\psi+e^{-\psi}-1}{\lambda^2}.$$

Let $\psi=v$ at the depleted contact and $\psi=-w$ at the accumulated one. Equal and opposite charges mean equal field magnitudes, so

$$e^w-w-1=e^{-v}+v-1,\qquad v+w=\frac{V}{V_T}.$$

At 1 V the numerical root puts 0.906 V across the depleted layer and 0.094 V across the accumulated one. The field at either contact is

$$E=\frac{V_T}{\lambda}\sqrt{2(e^w-w-1)}=0.357\ \mathrm{MV/cm}.$$

The linear formula would give $V/(2\lambda)=0.837$ MV/cm. The stored charge is proportional to this field, so it is 43% of the linear prediction. The initial bulk current is still $V/R$. The contact field starts from $V/L=0.020$ MV/cm, so it changes by 0.337 MV/cm. If that current persisted, 63% of the change would pass in about $0.63\times(0.337/0.837)\times14.9=3.8$ s. The current falls as the contact layers take up voltage, and the simulation gives 4.88 s. The departure begins well below 1 V: a 0.1 V step takes 12.95 s.

The peak ion density at 1 V is $3.9\times10^{19}\ \mathrm{cm^{-3}}$. A cubic cell with a rough edge of 0.63 nm and three anion sites has $1.2\times10^{22}$ sites per $\mathrm{cm^3}$. The peak occupies 0.32% of them, so few sites are filled. At this density, however, the local Debye length is only about $5.98/\sqrt{39}=0.96$ nm, less than two cell edges. The continuum profile, including its peak, is therefore only a rough description next to that contact.

### Temperature and electrons

Take a rough activation energy $E_a=0.50$ eV for ionic diffusion, keep $N$ and $\varepsilon$ fixed, and assume that the crystal phase does not change. Methylammonium lead iodide passes from a tetragonal to a cubic phase near 327 to 330 K, so for that material this assumption is not secure at the upper temperature. Heating from 300 to 330 K multiplies the diffusivity by

$$\exp\left[\frac{E_a}{k}\left(\frac1{300\ \mathrm K}-\frac1{330\ \mathrm K}\right)\right]=5.80.$$

The Debye length rises by $\sqrt{330/300}=1.049$. The charging time becomes $14.94\times1.049/5.80=2.70$ s. Nearly all of this change comes from the diffusivity.

At small voltages, electrons may be ignored when their own Debye length is much longer than $L/2$. For one carrier type the two lengths are equal at the density

$$n_e=\frac{\varepsilon V_T}{q(L/2)^2}=5.7\times10^{14}\ \mathrm{cm^{-3}}.$$

A carrier density well below this value is a cautious condition for the ion-only model: the electrons then screen little of the applied field even before the ions move. At small voltages it is sufficient, not necessary. At large voltages it may not suffice if light or a contact replenishes the carriers, because they can then accumulate strongly where the ions are depleted. Strong illumination can raise the density above this value. The electrons then take part in the initial screening, and their effect on the charging time has to be calculated, so the 15 s result should not be carried over to the illuminated layer without that check.

### Relation to a real device

The parameters lie in the regime of methylammonium lead iodide, in which positively charged iodide vacancies are the usual candidates for the mobile species. The thickness and permittivity are typical rough values. Estimates of ion density and diffusivity differ by orders of magnitude between samples and methods, so 15 s is the result for the stated inputs, not a material constant. At fixed $L$, $T$ and $\varepsilon$, the time varies as $N^{-1/2}D^{-1}$: a tenfold error in $D$ changes it tenfold, and a tenfold error in $N$ changes it by a factor of 3.2. Many solar cells have semiconducting transport layers instead of bare metal contacts, and they work at voltages far above $V_T$. In the examples above, these two departures, taken separately, reduce the time to about 6 s and 5 s. A built-in voltage is a further departure: it charges the contact layers before any step is applied, so the layer is not uniform at the start and the times above do not carry over directly. Ion exchange or reaction at a contact would break the blocking condition itself and lies outside this model.
